Order-by-order locality of the Hubbard self-energy in infinite dimensions

**Locality of the self-energy in infinite dimensions**

**1. Result and setting**

The Hubbard model on the d-dimensional hypercubic lattice has nearest-neighbour hopping t, on-site repulsion U and dispersion

ε_k = −2t Σ_{a=1}^{d} cos k_a,  t = t*/√(2d).  (1)

The scaling keeps the Brillouin-zone average ⟨ε_k²⟩ = 4t²·d/2 = t*² independent of d. We set ħ = k_B = 1 and the lattice constant to 1, and measure energies in t*. The length |R| = Σ_a|R_a| is the number of steps to site R. Paths in a diagram are called independent when they share no line; they may share vertices. At fixed T > 0, in the homogeneous paramagnetic phase, and at each fixed order in U, the following holds.

(a) If two vertices u, v of a diagram are joined by P independent paths of propagators, the part of the lattice sum with R_u ≠ R_v is O(d^{1−P/2}). It vanishes as d → ∞ for P ≥ 3.

(b) Every one-particle-irreducible (1PI) self-energy diagram with external vertices i, j obeys

Σ(R) = O(d^{−3|R|/2}),  sup_k |Σ(k) − Σ_ii| = O(d^{−1/2}).  (2)

(c) In a skeleton diagram all vertices collapse onto one site, so that for d → ∞ the self-energy is Σ_ii = Σ_skel[G_ii], the sum of skeleton diagrams with every line replaced by the local propagator.

The exponent in (a) has a short count behind it. Reaching R takes |R| hops, so a propagator is of order d^{−|R|/2}; there are of order d^{|R|} sites at that distance; P paths then weigh d^{|R|(1−P/2)}. This count ignores the intermediate vertices on the paths, which are summed over the lattice and bring powers of d of their own, and it does not sum over distances. The proof controls both.

The interaction vertex sits on one site and has four legs, one incoming and one outgoing for each spin. Diagrams whose two external legs meet at the same vertex add up to the Hartree term U times the density of the opposite spin, which is real and independent of site and frequency. It is absorbed into the chemical potential, and μ denotes the shifted value. Hence i ≠ j as vertices, and no line returns to the vertex it leaves. Lines have the form

G(k,iω) = 1/(ζ − ε_k),  sgn Im ζ = sgn ω ≡ σ,  |Im ζ| ≥ |ω| ≥ πT,  (3)

with ζ(iω) independent of k. The bare line has ζ = iω + μ. A connected diagram with n vertices and L lines has the value

D(k,iω) = ± Uⁿ T^{L−n+1} Σ_{ω_l} Σ_{R_v} e^{−ik·(R_i−R_j)} ∏_l G(R_l, iω_l),  (4)

where R_j = 0 is pinned, R_l is the difference of the end points of line l, G(R) = ⟨e^{ik·R}G(k)⟩, and frequency is conserved at each vertex. The overall sign does not enter any bound. A closed diagram is covered by dropping the phase.

**2. The lattice sum factorises over directions**

Because σ Im ζ > 0, the integral ∫₀^∞ ds e^{iσ(ζ−ε)s} converges and equals iσ/(ζ−ε). Multiplying by −iσ gives

1/(ζ−ε_k) = −iσ ∫₀^∞ ds e^{iσζs} ∏_a e^{iy cos k_a},  y = 2tσs.  (5)

Define the Fourier coefficients

g_m(y) = ∫ dk/2π e^{ikm} e^{iy cos k} = i^{|m|} J_{|m|}(y),  (6)

which are even in m. Then

G(R,iω) = −iσ ∫₀^∞ ds e^{iσζs} ∏_a g_{R_a}(y).  (7)

Two properties of g_m follow from the power series e^{iy cos k} = Σ_p (iy)^p cos^p k/p!. First, cos^p k = 2^{−p}(e^{ik}+e^{−ik})^p contains harmonics up to |m| = p only, so the series of g_m starts at the power |m|, with the term (iy/2)^{|m|}/|m|!. Second, the Fourier coefficients of cos^p k are non-negative and add up to cos^p 0 = 1, so the moduli of all terms, summed over p and m, give e^{|y|}.

Insert (7) for every line of (4). At fixed s_l the summand is a product over directions, and the sum over the vectors R_v is a product of independent sums over their components x_v:

Σ_{R_v} e^{−ik·(R_i−R_j)} ∏_l ∏_a g = ∏_a F(k_a),
F(k) = Σ_{x_v} e^{−ik(x_i−x_j)} ∏_l g_{Δ_l}(y_l),  (8)

where Δ_l is the displacement of line l in one direction. The sum converges absolutely together with its expansion in t. To see this, choose a spanning tree of the diagram. The displacements of its n−1 lines are independent and fix all x_v. Summing term moduli gives e^{|y_l|} for each tree line, and each remaining line is bounded by e^{|y_l|}. The total is at most e^{2|t|S} with

S = Σ_l s_l.  (9)

So F is entire in t, and its Taylor coefficients may be collected configuration by configuration. A configuration contributes only at powers t^N with N ≥ Σ_l|Δ_l|.

The constraint R_u = R_v means x_u = x_v in every direction, so the constrained sum is ∏_a F^{u=v}(k_a), with (8) restricted to x_u = x_v. In the same way R_i − R_j = R gives ∏_a F_{R_a}, where F_r is the part of the sum with x_i − x_j = r (without the phase), and placing all vertices on one site gives (F⁰)^d with F⁰ = ∏_l g_0(y_l).

**3. The factors are averages of phases**

Insert (6) into (8), with momentum p_l for line l. The sum over each x_v, v ≠ j, gives a periodic delta function 2πδ that conserves momentum at v. Take these in order from the leaves of the spanning tree towards j. Each one removes the integral ∫dp/2π over the tree line that attaches the vertex, with unit Jacobian. What remains is a uniform average over the L−n+1 other momenta:

F(k) = ⟨ exp(2it Σ_l σ_l s_l cos p_l) ⟩.  (10)

The constraint is δ_{x_u,x_v} = ∫dq/2π e^{iq(x_u−x_v)}, one more average over a momentum q fed in at u and taken out at v. Also F_r = ∫dk/2π e^{ikr}F(k), and F⁰ is (10) with all p_l independent. Every factor is therefore an average of a function of unit modulus, and each derivative in t brings down a factor of modulus at most 2S:

|F| ≤ 1,  |∂_t^N F| ≤ (2S)^N,  (11)

for real t, and equally for F^{u=v}, F_r and F⁰.

**4. Paths, cuts and the lowest power of t**

Fix a configuration x_v and a half-integer threshold θ. The vertices split into those below and those above θ, and the lines between the two sets form a cut of size c(θ). A line with displacement Δ_l straddles exactly |Δ_l| thresholds, so counting pairs of line and threshold in two ways gives

Σ_l |Δ_l| = Σ_θ c(θ).  (12)

There are |x_u − x_v| thresholds between x_u and x_v. Each of the P paths starts on one side of such a threshold and ends on the other, so it contains a line of the cut, and these lines are distinct because the paths share none. Hence

Σ_l |Δ_l| ≥ P |x_u − x_v|.  (13)

The difference F − F^{u=v} contains only configurations with x_u ≠ x_v, so its Taylor coefficients vanish below t^P. The intermediate vertices may sit anywhere; (13) holds for all their positions.

Only cut sizes enter (12). If every cut separating u from v has at least c lines, (13) holds with c in place of P. Menger's theorem states that the smallest such cut equals the largest number of independent paths, which makes the two formulations equivalent, but the proof uses only the direction just shown.

**5. Remainder, product and integrals**

If φ(t) has vanishing derivatives at t = 0 below order P, the integral form of the Taylor remainder gives φ(t) = ∫₀^t dt′ (t−t′)^{P−1} φ^{(P)}(t′)/(P−1)!, so |φ| ≤ t^P sup|φ^{(P)}|/P!. For φ = F − F^{u=v}, (11) bounds the derivative by 2(2S)^P:

|F − F^{u=v}| ≤ 2(2tS)^P/P!.  (14)

For numbers A_a, B_a of modulus at most 1, the identity ∏A − ∏B = Σ_a A_1…A_{a−1}(A_a − B_a)B_{a+1}…B_d bounds the difference by Σ_a|A_a − B_a|. With 2t = t*√(2/d),

|∏_a F − ∏_a F^{u=v}| ≤ 2d(2tS)^P/P! = (2^{1+P/2}/P!)(t*S)^P d^{1−P/2}.  (15)

The factor d counts the directions in which u and v can separate, and t^P is the price of stretching P lines by one step. The bound holds for every k.

In the s integrals |e^{iσζs}| = e^{−γs} with γ = |Im ζ|. Expand S^P with the multinomial theorem and use ∫₀^∞ s^m e^{−γs} ds = m!/γ^{m+1}:

∫∏_l ds_l e^{−γ_l s_l} S^P = Σ_{m_1+…+m_L=P} (P!/∏m_l!) ∏_l m_l!/γ_l^{m_l+1} = P! ∏_l γ_l^{−1} Σ ∏_l γ_l^{−m_l}.

The sum has (L+P−1)!/[P!(L−1)!] terms, each at most (πT)^{−P} by (3), and γ_l ≥ |ω_l|. Therefore the integral is at most M_P ∏_l|ω_l|^{−1}, with

M_P = (L+P−1)!/[(L−1)! (πT)^P].  (16)

It remains to show that K = T^{L−n+1} Σ_{ω_l} ∏_l|ω_l|^{−1} is finite. Attach e^{−η|ω_l|} to each line; the terms are positive, so K is the limit η → 0. Conservation at each v ≠ j is δ_{Ω,0} = T∫₀^β dτ_v e^{iΩτ_v} for a bosonic frequency Ω, with β = 1/T. These n−1 factors of T complete T^L, one for each line, so

K_η = ∫∏_{v≠j} dτ_v e^{iωτ_i} ∏_l h_η(τ_l),  h_η(τ) = T Σ_ω e^{−η|ω|} e^{−iωτ}/|ω|,  (17)

where τ_l is the time difference along line l and τ_j = 0. Pair ω with −ω, and set z = ρe^{iθ}, θ = πTτ, ρ = e^{−ηπT}. Then h_η = (2/π) Re Σ_{m≥0} z^{2m+1}/(2m+1) = (1/π) ln|(1+z)/(1−z)|. Since |1±z|² = 1+ρ² ± 2ρ cos θ,

h_η = (1/2π) ln[(1+λ cos θ)/(1−λ cos θ)],  λ = 2ρ/(1+ρ²) ≤ 1.

The modulus grows with λ, so |h_η| ≤ |h|, where λ = 1 gives

h(τ) = (1/π) ln|cot(πTτ/2)|.  (18)

Hölder's inequality for L factors gives K_η ≤ ∏_l (∫∏dτ_v |h(τ_l)|^L)^{1/L}. Each line joins two different vertices and |h| has period β, so every inner integral equals β^{n−2}∫₀^β|h|^L dτ. This is finite because any power of a logarithm is integrable, and it does not depend on η, on d or on the external frequency. Combining (15), (16) and K,

|D − D^{u=v}| ≤ |U|ⁿ K M_P · 2d (t*√(2/d))^P/P!,  (19)

which proves (a). Using only |∏F| ≤ 1 gives also |D| ≤ |U|ⁿK and |D − D^{u=v}| ≤ 2|U|ⁿK, so (19) carries no information on the limit when P ≤ 2.

**6. Cuts in Hubbard diagrams**

Take a set A of vertices and count the legs attached to it: 4|A| = 2·(lines inside A) + (cut size) + (external legs in A). The cut size thus has the parity of the number of external legs in A. A cut separating i from j is odd, and any other cut is even and, by connectedness, at least 2.

In a 1PI diagram no single line separates i from j, so such cuts have at least 3 lines. Equation (19) with (u,v) = (i,j) and P = 3 is the second half of (2), since D^{i=j} is the contribution to Σ_ii. For the first half, (13) shows that F_r starts at t^{3|r|}, so the remainder estimate with (11) gives |F_r| ≤ (2tS)^{3|r|}/(3|r|)!. The product over directions is at most (2tS)^{3|R|}/∏_a(3|R_a|)!, and (16) with P = 3|R| completes (b). The exponent cannot be raised by counting, because i has only three internal lines. Locality needs irreducibility alone; the diagram may contain insertions.

An even cut of size 2 has one side free of external legs. Particle number is conserved for each spin at every vertex, so one of the two lines enters that side and the other leaves it, with the same spin. That side is a self-energy insertion. A skeleton diagram has none, so its even cuts have at least 4 lines, and every pair of its vertices is separated only by cuts of 3 or more. The difference F^{i=j} − F⁰ contains configurations with x_i = x_j and some vertex elsewhere. At least one threshold then gives a cut, which leaves i and j together, so the expansion starts at t⁴. Equations (14) to (19) with P = 4 give

|D^{i=j} − D⁰| ≤ |U|ⁿ K M_4 t*⁴/(3d),  (20)

using 2d(2/d)²/4! = 1/(3d). Here D⁰ has every line equal to the local G(R = 0).

The numerical check enumerates all connected diagrams without a line returning to its own vertex. At orders 2, 3, 4, 5 it finds 1, 2, 13, 79 of them, of which 1, 2, 12, 73 are 1PI and 1, 2, 9, 54 are skeletons. The counts at order 5 include five diagrams, three of them 1PI, with a dressed Hartree insertion, which the shift of μ has already removed. For each it tests the parity rule, the equality of the smallest Σ_l|Δ_l| (vertex positions 0, 1, 2) with P|x_u−x_v| for separations 1 and 2, P = 3 or 1 between i and j for irreducible or reducible diagrams, and that skeletons are exactly those with P ≥ 3 for all pairs.

**7. From lines of the form (3) to the exact propagator**

The skeleton expansion uses the exact G, whose self-energy depends on k at finite d. The gap is closed order by order. Statement (b) holds in the bare expansion, where (3) is satisfied, so at order m one has Σ^{(m)}(k) = Σ_ii^{(m)} + δ with |δ| ≤ C d^{−1/2}, and |Σ^{(m)}| bounded, both uniformly in k and ω. At a given total order each line of a skeleton is a finite chain G₀ΣG₀…G₀. Replace each Σ^{(m)}(k) in it by Σ_ii^{(m)}. Since |G₀| ≤ 1/|ω| ≤ 1/(πT), the line changes by at most C′d^{−1/2}/|ω|. In momentum form the diagram is an average over loop momenta followed by a frequency sum bounded by K, so it changes by O(d^{−1/2}).

After the replacement a line is a sum of bounded k-independent coefficients times powers of G₀, and ∫₀^∞ ds s^m e^{−as}/m! = a^{−(m+1)} with a = −iσ(ζ−ε) gives

(ζ−ε)^{−(m+1)} = (−iσ)^{m+1} ∫₀^∞ ds (s^m/m!) e^{iσ(ζ−ε)s}.  (21)

The extra powers of s change the finite constant in (16) and leave (8) to (15) untouched, so (20) applies. Replacing the resulting local line by the exact G_ii costs O(d^{−1/2}) again. Thus Σ_ii = Σ_skel[G_ii] up to a remainder bounded by O(d^{−1/2}), which proves (c). In the limit g_0(2ts)^d = (1 − t²s² + …)^d → e^{−t*²s²/2}, the Fourier transform of a Gaussian N(ε) of variance t*², and

G_ii = ∫dε N(ε)/(iω + μ − Σ_ii − ε).  (22)

An impurity with the same U on a single site has the same skeleton diagrams, all local by construction, so its self-energy is the same functional of its propagator. Equation (22) with this identification is the self-consistency condition of dynamical mean-field theory.

**8. Size of the momentum dependence, and where collapse fails**

The first shell of Σ(k) − Σ_ii = Σ_{R≠0} e^{−ik·R}Σ(R) has 2d equivalent sites:

Σ(k) − Σ_ii ≈ Σ(e₁)·2Σ_a cos k_a = −Σ(e₁) ε_k/t.  (23)

At k = 0 this is 2dΣ(e₁) ∝ d^{−1/2}. For ε_k of order t* it is of order d^{−3/2}d^{1/2} = 1/d, and its root mean square over the zone is √(2d)|Σ(e₁)|. The order 1/d of the full root mean square follows from the same proof. By Parseval's identity its square is Σ_{R≠0}|Σ(R)|², a closed object made of a diagram and a conjugate diagram sharing i and j. Its factor ∫dk/2π F F′* is an average of phases, six lines cross every cut between i and j, and (15) with P = 6 gives d^{−2}.

Collapse fails for P = 2. A local insertion at site x on a line that starts and ends at the origin carries the off-site weight

W = Σ_{x≠0} G(x)G(−x) = ⟨G²⟩ − ⟨G⟩²,  (24)

by Parseval's identity. For ζ = iω with large ω, G = 1/iω + ε/(iω)² + …, so W → ⟨ε²⟩/ω⁴ = t*²/ω⁴ for every d: the 2d neighbours compensate the factor t². This is why (c) is stated for skeletons with the full G_ii; bare 1PI diagrams with all vertices forced onto one site and every line set to the lattice G₀(R = 0) miss such terms. The particle-hole bubble Σ_x e^{−iq·x}G(x)G(−x) is also a two-line object, and the theorem does not make it local.

The proof says nothing about T = 0, since M_P grows as T^{−P}, nor about convergence of the series in U, since M_P and the number of diagrams grow with the order and the bounds are not summed over orders. It uses the additive form of (1) and a site-independent ζ, so other lattices and ordered phases with inequivalent sites need their own argument.

**9. Worked example**

Take model parameters U = 2, T = 0.25, half filling (μ = 0), bare lines, and the lowest frequency ω₀ = πT = 0.785398, all in t*.

For 0 < τ < β, G(R,τ) = −⟨e^{ik·R} f_τ(ε_k)⟩ with f_τ(ε) = e^{−ετ}/(1+e^{−βε}) = e^{−ε(τ−β/2)}/[2cosh(βε/2)]. Let I = ∫ds e^{−iεs}/cosh(πs/β). Under s → s + iβ the integrand is multiplied by −e^{βε}. The strip contains one pole, s = iβ/2, with residue βe^{βε/2}/(iπ). Hence I(1+e^{βε}) = 2βe^{βε/2} and I = β/cosh(βε/2). With z = s − i(τ−β/2), so that e^{−iεz} = e^{−iεs}e^{−ε(τ−β/2)}, and with (6),

G(R,τ) = −∫ds [2β cosh(πs/β)]^{−1} ∏_a g_{R_a}(2tz).  (25)

For the second-order self-energy write the interaction as U δn_↑ δn_↓ with δn = n − ½. The connected term of G_↑ is −U²⟨T c(1) [c_i†c_i δn_{i↓}] [c_j†c_j δn_{j↓}] c†(2)⟩, the two assignments of vertices cancelling the factor 1/2!. The three spin-up contractions are of adjacent pairs cc†, each −G, so the term is G·U²G_ij⟨δn_{i↓}δn_{j↓}⟩·G. Wick's theorem gives ⟨δn_i(τ)δn_j⟩ = ⟨c_i†(τ)c_j⟩⟨c_i(τ)c_j†⟩ = −G_ji(−τ)G_ij(τ). So Σ(R,τ) = −U²G(R,τ)²G(−R,−τ). Antiperiodicity and inversion give G(−R,−τ) = −G(R,β−τ). Since f_{β−τ}(ε) = f_τ(−ε), and the shift k_a → k_a + π reverses ε_k and multiplies e^{ik·R} by (−1)^{|R|}, G(R,β−τ) = (−1)^{|R|}G(R,τ). Therefore

Σ(R,τ) = U²(−1)^{|R|} G(R,τ)³.  (26)

At t = 0, G = −½ and Σ(iω) = −(U²/8)(−2/iω) = U²/(4iω), the atomic result. The program tests (26) against exact diagonalization of a dimer at small U. Under τ → β−τ, Σ(R,τ) acquires (−1)^{|R|} and e^{iω₀τ} → −e^{−iω₀τ}, so Σ(R,iω₀) is imaginary on even shells and real on odd shells.

For m unit steps in distinct directions and d → ∞, the product in (25) tends to (itz)^m e^{−z²/2}. The Hermite polynomials obey He_m N = (−d/dε)^m N, and m integrations by parts give ∫N He_m e^{−iεz}dε = (−iz)^m e^{−z²/2}. As (itz)^m = (−t)^m(−iz)^m,

G → −(−t)^m ∫dε N He_m f_τ.  (27)

Equations (26) and (27) give the limits Im Σ(0) = −0.26577, (2d)^{3/2} Re Σ(e₁) = −0.09351 and (2d)³ Im Σ(e₁+e₂) = 0.04376. From (25) at d = 1024 the same quantities are −0.26572, −0.09354 and 0.04383. At finite d, in t*:

d = 4: Re Σ(e₁) = −4.421×10⁻³, |Σ(k=0) − Σ_ii| = 3.435×10⁻², rms = 1.253×10⁻²
d = 16: −5.255×10⁻⁴, 1.671×10⁻², 2.973×10⁻³
d = 64: −6.485×10⁻⁵, 8.288×10⁻³, 7.337×10⁻⁴
d = 1024: −1.009×10⁻⁶, 2.067×10⁻³, 4.567×10⁻⁵

At d = 16 the limit predicts |Σ(e₁)| = 0.09351/32^{3/2} = 0.09351/181.0 = 5.166×10⁻⁴, which is 1.7% below the computed value. Equation (23) gives 32 × 5.255×10⁻⁴ = 1.682×10⁻² at k = 0 and √32 × 5.255×10⁻⁴ = 2.973×10⁻³ for the root mean square. The exponents of d between 256 and 1024 are −1.501 for Σ(e₁), −3.004 for Σ(e₁+e₂), −0.500 at k = 0 and −1.001 for the root mean square, so the powers in (2) are attained. Relative to |Σ_ii|, the deviation at k = 0 is 3.435×10⁻²/0.2539 = 0.135 at d = 4 and 0.0078 at d = 1024.

The full sum at k = 0 lies below the first shell, by 2.9% of the first shell at d = 4 (3.435 against 3.537, in 10⁻²) and 0.6% at d = 16. Even shells are imaginary and can only raise the modulus, so the odd shells from |R| = 3 on must add up to the sign opposite to Σ(e₁). Distant shells matter little but visibly at small d: in d = 3 those beyond |R| = 6 carry 4.0×10⁻⁴ of the sum, whose modulus 0.039786 agrees between the shell sum and a momentum grid.

For the bound (19), L = P = 3 and n = 2, so M₃ = 5!/(2! ω₀³) = 60/0.785398³ = 123.846, and K = 0.95493 at ω₀. At d = 16, 2d(2/d)^{3/2}/3! = 0.2357, so the bound is 4 × 0.2357 × 123.846 × 0.95493 = 111.5, against the value 0.0167. Even at d = 1024 it is 13.9, above the d-independent bound 2U²K = 7.64. At large d the bound exceeds the value by a factor of about 6.7×10³. About 170 of this comes from the remainder estimate, which bounds the leading term 2t³s₁s₂s₃ by 2(2tS)³/3! and each γ_l^{−m} by (πT)^{−m}, and about 40 from replacing the decaying factor g_0^d by 1. So (19) fixes the power of d and is of no use as an estimate of size.

The collapse of an internal vertex first appears at third order. The particle-particle ladder contributes to Σ_ii in proportion to TΣ_ν Σ_x Π(x,iν)² G(0,iν−iω₀), where Π(x,iν) is the transform of G(x,τ)² and x is the site of the middle vertex, held by four lines. At half filling the particle-hole ladder cancels this diagram, because c_{i↓} → (−1)^{|R_i|}c†_{i↓} maps U to −U and leaves G_↑ unchanged, so Σ is even in U; the numbers below refer to the single diagram. Its 2d neighbours weigh 2d·t⁴ = t*⁴/(2d). The ratio of off-site to on-site parts tends to 0.03624/(2d) by (27). At d = 16 this is 1.133×10⁻³, 5% below the computed 1.197×10⁻³, and the exponent between 256 and 1024 is −1.002, as in (20). The two-line weight (24) at ω₀ is 0.12425, 0.12394 and 0.12296 in t*^{−2} for d = 4, 16 and 1024, and 0.12295 for the Gaussian density of states.

Computed values

```
U = 2.0 t*, T = 0.25 t*, w0 = 0.785398 t*, half filling
order 2: connected 1, 1PI 1, skeleton 1
order 3: connected 2, 1PI 2, skeleton 2
order 4: connected 13, 1PI 12, skeleton 9
order 5: connected 79, 1PI 73, skeleton 54
powers of t: F(0)-F(i=j) 2.999, F(i=j)-F(local) 3.999, F(r=2) 5.999
K = T^2 sum 1/|w1 w2 w3| = 0.95493 1/t*, moment bound = 123.846 1/t*^3
d=3: |S(k=0)-S(0)| grid 0.039786 t*, shells 0.039786 t*
d=3: relative weight of shells |R|>6 on the grid 4.00e-04
largest relative weight of the last shell kept: 8.2e-07
second order at i w0, unit t*: d, Im S(0), Re S(e1), Im S(e1+e2)
    4 -0.253915 -4.4212e-03 1.4175e-04
   16 -0.262721 -5.2549e-04 1.4875e-06
   64 -0.265013 -6.4847e-05 2.1421e-08
  256 -0.265581 -8.0801e-06 3.2817e-10
 1024 -0.265723 -1.0092e-06 5.1026e-12
unit t*: d, |S(k=0)-S(0)|, 2d|S(e1)|, rms_k, rigorous bound
    4 3.4353e-02 3.5370e-02 1.2527e-02 223.001
   16 1.6709e-02 1.6816e-02 2.9728e-03 111.500
   64 8.2876e-03 8.3004e-03 7.3366e-04 55.750
  256 4.1354e-03 4.1370e-03 1.8283e-04 27.875
 1024 2.0667e-03 2.0669e-03 4.5671e-05 13.938
d, ladder off-site/on-site (pure number), two-line factor (1/t*^2)
    4 5.8137e-03 0.12425
   16 1.1970e-03 0.12394
   64 2.8697e-04 0.12320
  256 7.1017e-05 0.12301
 1024 1.7709e-05 0.12296
exponent of d for S1 (256 to 1024): -1.5006
exponent of d for S11 (256 to 1024): -3.0035
exponent of d for dk0 (256 to 1024): -0.5004
exponent of d for rms (256 to 1024): -1.0006
exponent of d for lad (256 to 1024): -1.0018
exponent of d for two (256 to 1024): -0.0003
Im S(0), t*: limit -0.26577, d=1024 -0.26572
(2d)^1.5 Re S(e1), t*: limit -0.09351, d=1024 -0.09354
(2d)^3 Im S(e1+e2), t*: limit 0.04376, d=1024 0.04383
(2d)^0.5 Re[S(k=0)-S(0)], t*: limit -0.09351, d=1024 -0.09352
2d rms_k, t*: limit 0.09351, d=1024 0.09354
2d ladder ratio: limit 0.03624, d=1024 0.03627
two-line factor, 1/t*^2: limit 0.12295, d=1024 0.12296
|S(k=0)-S(0)|/|S(0)|: d=4 0.1353, d=1024 0.0078
```
